Interface conditions for a position-dependent mass: what Hermiticity fixes

**1. A step that loses electrons**

An electron in a conduction band crosses from an oxide with effective mass m_L to one with mass m_R. Suppose we match ψ and ψ' at the interface, as for a free particle. With a unit wave incident from the left,

1 + r = t, k_L(1 − r) = k_R t,

so r = (k_L − k_R)/(k_L + k_R) and t = 2k_L/(k_L + k_R).

Masses m are numbers in units of the free-electron mass m₀, and C = ħ²/(2m₀) = 0.0381 eV nm². In a uniform region E − V = Ck²/m. The velocity is proportional to q = k/m, so the reflected and transmitted fractions of the flux are R = r² and T = (q_R/q_L)t².

Take m_L = 0.20, m_R = 0.30, an upward step of 0.50 eV and an energy of 0.70 eV above the left band edge. Then

k_L = √(0.20·0.70/0.0381) = 1.917 nm⁻¹,
k_R = √(0.30·0.20/0.0381) = 1.255 nm⁻¹,
R = (0.662/3.172)² = 0.0436, T = 0.6376, R + T = 0.681.

About 32% of the incident flux has vanished in a stationary state with no absorber. In general q_R/q_L = (k_R/k_L)(m_L/m_R), and since (k_L − k_R)² + 4k_Lk_R = (k_L + k_R)²,

R + T = 1 − [4k_Lk_R/(k_L + k_R)²](1 − m_L/m_R).

For equal masses the sum is 1. The fault therefore comes from the mass difference.

**2. The operator behind the fault**

Matching ψ and ψ' belongs to the operator −(C/m)d²/dz² + V. For functions φ and ψ that vanish far away, and a smooth m(z), the real potential V drops out of the Hermiticity test:

⟨φ,Hψ⟩ − ⟨Hφ,ψ⟩ = −C∫(1/m)(φ*ψ'' − φ*''ψ)dz
= −C∫(1/m)(φ*ψ' − φ*'ψ)'dz
= C∫(1/m)'(φ*ψ' − φ*'ψ)dz.

The second line holds because the products φ*'ψ' cancel; the third is an integration by parts. The result is nonzero in general. For m = 0.25 + 0.05 tanh z, φ = exp(−z²/2) and ψ = (z + 0.5)exp[−(z − 0.3)²/2], with z in nm and both functions normalized, it is −0.023 eV.

The operator becomes symmetric if the inner product carries the weight m, which cancels the factor 1/m. Its energies can therefore be real although probability in the ordinary norm is not conserved. Real levels do not certify the interface condition.

The simplest repair puts 1/m between the derivatives:

T = −C d/dz (1/m) d/dz.

One integration by parts gives ⟨φ,Tψ⟩ = C∫φ*'ψ'/m dz, which is symmetric between φ and ψ. This is the BenDaniel-Duke operator. Hermiticity permits it, but does it demand it?

**3. Many Hermitian orderings**

Consider the von Roos family with real exponents,

T = −(C/2)(m^α D m^β D m^γ + m^γ D m^β D m^α), D = d/dz, α + β + γ = −1.

Taking the adjoint reverses each product, and the two signs from D cancel. The terms change places, so every member is Hermitian. To compare the members, let the first product act on f:

D(m^γ f) = m^γ f' + γm^(γ−1)m'f.

Multiply by m^β, differentiate, and multiply by m^α. With α + β + γ = −1 this gives

f''/m + (β + 2γ)m'f'/m² + γ[(β + γ − 1)m'²/m³ + m''/m²]f.

Now β + 2γ = −1 − α + γ and β + γ − 1 = −2 − α. The second product is the same with α and γ exchanged. In the sum, the coefficients of m'f'/m² add to −2, and

2f''/m − 2m'f'/m² = 2D(1/m)Df.

Collecting the terms without derivatives of f,

T = −C D(1/m)D + U,
U = −(C/2)[(α + γ)m''/m² − 2(αγ + α + γ)m'²/m³].

The orderings differ by a potential located where the mass changes. At a given point m' and m'' can be chosen independently, so U vanishes for every profile only if α + γ = 0 and αγ + α + γ = 0. Then αγ = 0, hence α = γ = 0 and β = −1.

BenDaniel-Duke is thus the unique member of this family without a mass-gradient potential. Equivalently, it is the one for which T acting on a constant envelope gives zero at every point, for every profile. This is a modelling requirement added to Hermiticity. Whether a given junction has further interface terms is a question for its microscopic structure.

**4. From a smooth layer to an abrupt interface**

Take α = γ = 0 and define u = ψ, v = ψ'/m. The Schrödinger equation becomes

u' = m v,
v' = (V − E)u/C.

No derivative of the mass remains. If m, 1/m and V are bounded, the coefficients are bounded and u and v stay finite across a layer of width w. Integrating,

u_R − u_L = ∫m v dz, v_R − v_L = (1/C)∫(V − E)u dz.

Both changes are of order w. As w → 0,

ψ_L = ψ_R, ψ'_L/m_L = ψ'_R/m_R.

These are the BenDaniel-Duke conditions. The slope itself jumps when the masses differ.

The energy functional gives the flux condition by another road. Require

∫[C|ψ'|²/m + (V − E)|ψ|²]dz

to be stationary among continuous ψ. The variation with respect to ψ* contains C∫δψ*'ψ'/m dz. Integrating by parts on each side of an interface at z = 0 leaves, besides the differential equation, the term

Cδψ*(0)[ψ'_L/m_L − ψ'_R/m_R].

Since δψ*(0) is arbitrary, the bracket vanishes. Continuity of ψ was assumed here, to keep the kinetic energy finite; continuity of ψ'/m followed.

**5. What Hermiticity alone says at the interface**

Now use −(C/m)D² + V on each side, where m is constant, and leave the connection open. Write W = φ*(ψ'/m) − (φ'/m)*ψ. The integrals over the two half-lines give

⟨φ,Hψ⟩ − ⟨Hφ,ψ⟩ = C(W_R − W_L).

Hermiticity asks that W match. With F = (u, v) as a column, W = F_φ†JF_ψ, where J has rows (0, 1) and (−1, 0). If the two sides are connected by F_R = MF_L, the condition is

M†JM = J.

Determinants give |det M| = 1. Write M = e^(iθ)N with det N = 1. Then N†JN = J, while every 2×2 matrix obeys NᵀJN = (det N)J = J. Comparison gives N† = Nᵀ, so N is real. A real matrix of unit determinant has three free parameters and the phase adds a fourth.

The BenDaniel-Duke choice M = 1 is one point in this four-parameter set. Impenetrable interfaces, such as ψ_L = ψ_R = 0 with free slopes, also make W match, though no M connects their sides.

Setting φ = ψ gives W = 2i Im(ψ*ψ'/m), which is proportional to the probability current. Every allowed M conserves the current. Current conservation therefore cannot select M = 1 either.

For real M, let the incident wave have unit amplitude. The left data are (1 + r, iq_L(1 − r)) and the right data (t, iq_Rt). Inverting M, with det M = 1,

1 + r = (M₂₂ − iq_RM₁₂)t,
iq_L(1 − r) = (−M₂₁ + iq_RM₁₁)t.

Divide the second line by iq_L and add the first. This gives t, and with T = (q_R/q_L)|t|²,

T = 4q_Lq_R/[(M₂₂q_L + M₁₁q_R)² + (M₂₁ − q_Lq_RM₁₂)²].

**Test on the step.** For M = 1, q_L = 1.917/0.20 = 9.58 and q_R = 1.255/0.30 = 4.18 nm⁻¹, so

T = 4q_Lq_R/(q_L + q_R)² = 0.846.

Then R = 1 − T = 0.154. Direct integration through a smooth layer 10⁻⁴ nm wide agrees with this T to within 0.001.

**6. Three other interfaces**

*A thin potential layer.* Let V contain a narrow peak of area S. The second equation of section 4 then gives a finite jump v_R − v_L = Su/C, while u stays continuous. The matrix has M₂₁ = S/C and is otherwise the identity. It is Hermitian, but ψ'/m is discontinuous. The assumption of bounded V was needed.

*A symmetric ordering, α = γ.* Put χ = m^αψ. The equation −Cm^α(m^βχ')' + (V − E)m^(−α)χ = 0 again has bounded coefficients when written for χ and m^βχ', so these two are continuous. On either side m^βχ' = m^(α+β)ψ' = m^(−α)v, since α + β = −1 − α. Hence

M = diag(s^α, s^(−α)), s = m_L/m_R.

For α = −1/2 the formula for T reduces to 4k_Lk_R/(k_L + k_R)² = 0.956 at the same step. The flux is conserved, but the transmission differs from 0.846.

This ordering explains the real levels of the naive operator. With α = −1/2, β = 0 and ψ = m^(1/2)χ, the equation becomes −(C/m)χ'' + Vχ = Eχ, with χ and χ' continuous. The naive equation therefore has the same levels as this Hermitian Hamiltonian, but its solution is χ, not the envelope ψ.

*Unequal exponents, α ≠ γ.* Compare with the symmetric ordering whose exponents are both (α + γ)/2. Only the product αγ in U changes, and αγ − (α + γ)²/4 = −(α − γ)²/4, so the extra potential is

−C(α − γ)²m'²/(4m³).

In a layer of width w, m'² scales as 1/w² and the area of this attractive potential as 1/w. It has no finite abrupt limit. With s = z/w and wv as variables, the mass-gradient terms no longer contain w. A unit u entering with zero slope generally leaves with a nonzero wv, so M₂₁ grows as 1/w and T falls as w². The exception is a profile for which that outgoing value happens to vanish.

The prefactor depends on the profile of the layer. For α = −1, γ = 0 at the same step, with ln m and V following the ramp 3s² − 2s³, T is 4.0×10⁻⁵ for w = 10⁻⁴ nm and 4.0×10⁻⁷ for w = 10⁻⁵ nm: the expected factor of 100. These widths probe a mathematical limit and do not describe real junctions.

**7. From one interface to a well**

Let the mass be m_w and V = 0 for |z| < L/2, with mass m_b and V = V₀ outside. For a bound state,

k = √(m_wE/C), κ = √[m_b(V₀ − E)/C].

An even state is cos kz inside and decays as exp(−κ|z|) outside. At z = L/2 the ratio v/u is −(k/m_w)tan(kL/2) inside and −κ/m_b outside. Both u and v are continuous, so

(k/m_w)tan(kL/2) = κ/m_b.

An odd state is sin kz inside, and the same comparison gives

−(k/m_w)cot(kL/2) = κ/m_b.

**High barriers.** As V₀ → ∞ at fixed m_b, κ/m_b → ∞ and the lowest even state has kL/2 → π/2. Then E = Cπ²/(m_wL²), the hard-wall result.

**Thin wells.** For small kL, the tangent equals its argument and the even condition becomes k²L/(2m_w) = κ/m_b, or EL/(2C) = κ/m_b. The level lies close to V₀, so E ≈ V₀ on the left and κ ≈ m_bV₀L/(2C). The binding energy is

V₀ − E = Cκ²/m_b ≈ m_bV₀²L²/(4C).

To this order the well mass has dropped out. The electron is almost entirely in the barriers, and with u and v continuous the thin well acts as a potential layer of area −V₀L, whatever its mass. This depends on the matching rule: for α = γ = −1/2 the even condition is k tan(kL/2) = κ, and the same steps give V₀ − E ≈ m_w²V₀²L²/(4Cm_b), which keeps the well mass.

**8. A 3 nm oxide well**

Take L = 3.0 nm, m_w = 0.20, m_b = 0.30 and V₀ = 0.50 eV. The masses are rough values for a thin indium-oxide film between gallium-oxide barriers. The offset is an assumed value; that of a real junction has to be measured or calculated separately.

At the barrier top kL/2 = 1.5√(0.20·0.50/0.0381) = 2.43. This lies between π/2 and π, so there is one even and one odd bound state. The levels are

E₁ = 0.0922 eV, E₂ = 0.3558 eV.

For the lower level k = 0.6957 nm⁻¹, κ = 1.792 nm⁻¹ and kL/2 = 1.0435. The two sides of the matching condition are

k tan(kL/2)/m_w = 1.1946/0.20 = 5.973 nm⁻¹,
κ/m_b = 1.7920/0.30 = 5.973 nm⁻¹.

The level lies well below the hard-wall value of 0.209 eV because the wave penetrates the barriers, where it has 6.2% of its probability.

The energy functional was also minimized with continuous, piecewise linear functions on intervals of 0.005 nm, without imposing a slope condition. It gives the same two levels to the digits shown. At the interface the outside slope divided by the inside slope is 1.4999, against m_b/m_w = 1.5. The flux condition has emerged from the minimization.

With the same masses, width and offset, the ordering α = γ = −1/2 gives 0.1130 and 0.3902 eV, higher by 21 and 34 meV. The choice among Hermitian Hamiltonians is therefore visible in the spectrum of this model.

**9. How far the real film departs from the model**

Each shift of E₁ below is found with the other parameters held fixed.

- A well thinner by 0.3 nm: +13.5 meV.
- A potential layer of area 0.05 eV nm at each interface: +10.3 meV.
- An offset lower by 0.1 eV: −7.0 meV.
- Mass and potential graded linearly over 0.5 nm, centred on each nominal interface: +2.7 meV.
- A barrier mass larger by 10%, a trial change to show the sensitivity: −2.4 meV.
- A well mass growing as 1 + (0.5/eV)E, with the barrier mass fixed: −1.6 meV. The same change lowers E₂ by about 25 meV. Nonparabolicity in the barrier makes its mass smaller below the band edge, which raises E₁ and can outweigh this entry.

The second entry can be checked by hand. Each barrier tail holds |ψ(L/2)|²/(2κ), so |ψ(L/2)|² ≈ 1.792·0.062 = 0.111 nm⁻¹. First-order perturbation theory gives 2·0.05·0.111 eV = 11 meV, close to the full result. Together, the first two entries exceed the 21 meV between the two orderings. A measured E₁ could not decide between them unless thickness and interface potential were known better than this.

For a sheet density of 5×10¹² cm⁻² and a relative permittivity of 9, the field en/(2ε₀ε_r) on either side of the charged sheet is 0.50 MV/cm. Applied across the well and 5 nm of barrier on each side, this field lowers E₁ by 6.6 meV, measured from the potential at the well centre. If the compensating charge is instead placed equally on both sides, the electrons' own electrostatic (Hartree) potential reduces E₂ − E₁ by 21 meV in first order, from 264 meV. Exchange and correlation are left out of this figure; at this density they act in the opposite direction, and a local-density estimate cancels roughly 40% of it. At 300 K, for a parabolic subband with the well mass, the Fermi level is 57 meV above E₁, compared with kT = 26 meV, so the electron gas is moderately degenerate.

Motion along the film adds Ck∥²/m(z) to the potential. This is smaller in the heavier barrier, so the effective offset falls. At the Fermi level E₁ drops by 1.2 meV. In a uniform field of 0.50 MV/cm, the WKB tunnelling factor through a 5 nm barrier is 3.6×10⁻⁶. If all the compensating charge lies on one side, the field in that barrier is en/(ε₀ε_r) = 1.0 MV/cm and the factor rises to about 10⁻³. Even then the width from leakage is below 0.1 meV, so it hardly disturbs the level. Polar coupling to the lattice is not included in these estimates.

The model also neglects disorder, which can be a serious omission. With τ = m m₀μ/e, the broadening is ħ/τ = ħe/(m m₀μ). A mobility of 150 cm²/Vs gives 39 meV, which leaves the two levels distinct. A mobility of 30 cm²/Vs gives 193 meV, comparable with their spacing and larger than E₁ itself. This is a rough measure, because the lifetime that limits mobility need not equal that of a level. It still indicates that sharp subbands suit a well-ordered film and are doubtful in a strongly disordered one. The numerical output lists the main values used here.

Calculated quantities

```
hbar^2/(2 m0): 0.038100 eV nm^2
well mass: 0.20 m0
barrier mass: 0.30 m0
band offset: 0.50 eV
well width: 3.0 nm
naive operator: Hermiticity defect, normalized test pair: -0.02293 eV
free real parameters of Hermitian connection: 4
hard-wall ground level: 0.2089 eV
E1, psi and psi'/m continuous: 0.09219 eV
E2, psi and psi'/m continuous: 0.35584 eV
E1, finite elements: 0.09219 eV
E2, finite elements: 0.35584 eV
k of E1: 0.6957 1/nm
kappa of E1: 1.7920 1/nm
k L/2 of E1: 1.0435 rad
k tan(kL/2): 1.1946 1/nm
k tan(kL/2)/m_w: 5.9732 1/(nm m0)
kappa/m_b: 5.9732 1/(nm m0)
slope outside/inside from finite elements: 1.4999
probability in barriers, E1: 0.0618
E1, ordering alpha=gamma=-1/2: 0.11300 eV
E2, ordering alpha=gamma=-1/2: 0.39023 eV
step: incident energy above well bottom: 0.70 eV
step: k left: 1.9169 1/nm
step: k right: 1.2549 1/nm
step: T, BenDaniel-Duke: 0.8461
step: T, alpha=gamma=-1/2: 0.9564
step: R, psi and psi' continuous: 0.0436
step: T, psi and psi' continuous: 0.6376
step: R+T, psi and psi' continuous: 0.6812
step: T, alpha=-1 gamma=0, layer 1e-4 nm: 3.998e-05
step: T, alpha=-1 gamma=0, layer 1e-5 nm: 3.998e-07
E1 shift, nonparabolicity 0.5/eV: -1.59 meV
E1 shift, interfaces graded over 0.5 nm: 2.69 meV
E1 shift, interface layers of 0.05 eV nm: 10.30 meV
E1 shift, well 0.3 nm thinner: 13.52 meV
E1 shift, offset 0.1 eV lower: -6.95 meV
E1 shift, barrier mass 10% larger: -2.42 meV
sheet density: 5.0e+12 1/cm^2
relative permittivity: 9.0
field of half the sheet charge: 0.503 MV/cm
E1 shift in that field: -6.63 meV
first-order Hartree change of E2-E1: -20.71 meV
kT at 300 K: 25.85 meV
Fermi level above E1 at 300 K: 57.2 meV
E1 shift, in-plane motion at Fermi level: -1.21 meV
E2-E1: 263.6 meV
WKB factor, 5.0 nm barrier in that field: 3.56e-06
broadening hbar/tau, mobility 150 cm^2/Vs: 38.6 meV
broadening hbar/tau, mobility 30 cm^2/Vs: 192.9 meV
```
